# Niklasson's Density-Matrix Update from an Extended Lagrangian: test program

```python
"""
Result under test: the extended Lagrangian
  L = M V^2/2 - E(R) + mu Tr[Pdot^2]/2 - mu w^2 Tr[(D(R)-P)^2]/2
gives, for mu -> 0 at fixed w, Born-Oppenheimer nuclei and the update
  P(n+1) = 2 P(n) - P(n-1) + kappa (D(n) - P(n)),  kappa = w^2 dt^2.
R: bond length, V: its velocity, M: reduced mass, E: ground-state energy,
D: ground-state density matrix per spin, P: auxiliary density matrix,
mu: fictitious mass, w: auxiliary frequency, dt: time step.
Model: two sites, two electrons, mean-field charge interaction.
Units: eV, angstrom, fs; masses in eV fs^2/angstrom^2.
"""
import math
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

T0, BETA, R_REF = 2.0, 1.5, 1.5      # hopping (eV), decay (1/A), length (A)
GAP, U = 3.0, 1.0                   # site-energy difference, interaction (eV)
REP, REP_DECAY = 1.5, 4.0           # repulsion (eV), decay (1/A)
MASS_AMU, DT, KAPPA, STRETCH = 10.0, 1.0, 2.0, 0.1
MASS = MASS_AMU * constants.atomic_mass * 1e10 / constants.e
W2 = KAPPA / DT**2


def hopping(R):
    return T0 * math.exp(-BETA * (R - R_REF))


def bare_hamiltonian(R):
    t = hopping(R)
    return np.array([[GAP / 2, -t], [-t, -GAP / 2]])


def total_energy(R, D):
    q = 2 * np.diag(D) - 1
    repulsion = REP * math.exp(-REP_DECAY * (R - R_REF))
    return 2 * np.trace(bare_hamiltonian(R) @ D) + U / 2 * q @ q + repulsion


def one_diagonalization(R, P):
    """Density from the mean-field Hamiltonian built with the input P."""
    H = bare_hamiltonian(R) + np.diag(U * (2 * np.diag(P) - 1))
    orbital = np.linalg.eigh(H)[1][:, 0]
    return np.outer(orbital, orbital)


def polarization(R):
    """Self-consistent s = D22 - D11, by Newton iteration."""
    t, s = hopping(R), 0.4
    for _ in range(40):
        h = GAP / 2 - U * s
        e = math.hypot(h, t)
        step = (s - h / e) / (1 + U * t**2 / e**3)
        s -= step
        if abs(step) < 1e-15:
            break
    return s


def ground_density(R, P=None):
    """Converged density; the guess P has no influence on it."""
    s = polarization(R)
    c = math.sqrt(1 - s * s)
    return 0.5 * np.array([[1 - s, c], [c, 1 + s]])


def error_factor(R):
    """gamma: output density error / input error for one diagonalization."""
    t = hopping(R)
    return -U * t**2 / math.hypot(GAP / 2 - U * polarization(R), t)**3


def density_slope(R):
    t, s = hopping(R), polarization(R)
    h = GAP / 2 - U * s
    ds = BETA * h * t**2 / math.hypot(h, t)**3 / (1 - error_factor(R))
    dc = -s * ds / math.sqrt(1 - s * s)
    return 0.5 * np.array([[-ds, dc], [dc, ds]])


def force(R, D):
    """Minus the derivative of the energy with respect to R at fixed D."""
    return (-4 * BETA * hopping(R) * D[0, 1]
            + REP_DECAY * REP * math.exp(-REP_DECAY * (R - R_REF)))


def vec(A):
    """Symmetric matrix as a vector whose dot product is the trace product."""
    return np.array([A[0, 0], A[1, 1], math.sqrt(2) * A[0, 1]])


R_EQ = brentq(lambda R: force(R, ground_density(R)), 1.2, 2.0, xtol=1e-13)
R_START = R_EQ + STRETCH
D_EQ = ground_density(R_EQ)
GAMMA = error_factor(R_EQ)

# Ground state: direct minimization over normalized orbitals.
for R in (1.4, R_EQ, 1.8):
    def orbital_energy(angle):
        v = np.array([math.cos(angle), math.sin(angle)])
        return total_energy(R, np.outer(v, v))
    best = minimize_scalar(orbital_energy, bounds=(0, math.pi / 2),
                           method="bounded", options={"xatol": 1e-10}).x
    v = np.array([math.cos(best), math.sin(best)])
    assert np.allclose(np.outer(v, v), ground_density(R), atol=1e-6)

# Extended force: finite difference of the full extended potential.
MU_TEST = 100.0
P_TEST = np.array([[0.35, 0.30], [0.30, 0.60]])


def extended_potential(R):
    D = ground_density(R)
    return (total_energy(R, D)
            + MU_TEST * W2 / 2 * np.trace((D - P_TEST) @ (D - P_TEST)))


for R in (1.45, R_START):
    step = 1e-4
    numeric = -(extended_potential(R + step)
                - extended_potential(R - step)) / (2 * step)
    D = ground_density(R)
    formula = force(R, D) - MU_TEST * W2 * np.trace(
        (D - P_TEST) @ density_slope(R))
    assert abs(numeric - formula) < 1e-5 * max(1, abs(formula))

# Coupled continuous dynamics at finite fictitious mass.
T_END = 120.0
TIMES = np.linspace(0, T_END, 241)


def extended_path(mu):
    def rhs(_, y):
        D = ground_density(y[0])
        diff = vec(D) - y[2:5]
        pull = mu * W2 * diff @ vec(density_slope(y[0]))
        return np.concatenate(([y[1], (force(y[0], D) - pull) / MASS],
                               y[5:8], W2 * diff))
    start = np.concatenate(([R_START, 0.0], vec(ground_density(R_START)),
                            np.zeros(3)))
    return solve_ivp(rhs, (0, T_END), start, method="DOP853", t_eval=TIMES,
                     rtol=1e-10, atol=1e-12).y


def added_mass_path(mu):
    def mass(R):
        g = vec(density_slope(R))
        return MASS + mu * g @ g

    def rhs(_, y):
        slope = (mass(y[0] + 1e-4) - mass(y[0] - 1e-4)) / 2e-4
        F = force(y[0], ground_density(y[0]))
        return [y[1], (F - slope * y[1]**2 / 2) / mass(y[0])]
    return solve_ivp(rhs, (0, T_END), [R_START, 0.0], method="DOP853",
                     t_eval=TIMES, rtol=1e-10, atol=1e-12).y


born_oppenheimer = extended_path(0.0)
MUS = (1.0, 10.0, 100.0)
paths = {mu: extended_path(mu) for mu in MUS}
deviation = {mu: np.max(abs(paths[mu][0] - born_oppenheimer[0])) for mu in MUS}
assert abs(deviation[10.0] / deviation[1.0] - 10) < 0.3
heavy = added_mass_path(100.0)
mass_residual = np.max(abs(paths[100.0][0] - heavy[0]))
assert mass_residual < 0.1 * deviation[100.0]


def extended_energy(y, mu):
    D = ground_density(y[0])
    diff = vec(D) - y[2:5]
    return (MASS * y[1]**2 / 2 + total_energy(y[0], D)
            + mu / 2 * (y[5:8] @ y[5:8] + W2 * diff @ diff))


conserved = np.array([extended_energy(y, 100.0) for y in paths[100.0].T])
assert np.ptp(conserved) < 1e-6


# Discrete dynamics; the first entries of R and P belong to time -dt.
def run(R_pair, P_pair, steps, dt, solver, extended=True):
    R, P, D = list(R_pair), list(P_pair), []
    for _ in range(steps):
        D.append(solver(R[-1], P[-1]))
        R_next = 2 * R[-1] - R[-2] + dt**2 * force(R[-1], D[-1]) / MASS
        if extended:
            P_next = 2 * P[-1] - P[-2] + KAPPA * (D[-1] - P[-1])
        else:
            P_next = D[-1]
        R.append(R_next)
        P.append(P_next)
    return np.array(R), np.array(P), np.array(D)


def start_at_rest(dt):
    F = force(R_START, ground_density(R_START))
    before = R_START + dt**2 * F / (2 * MASS)
    return ((before, R_START),
            (ground_density(before), ground_density(R_START)))


R1, P1, D1 = run(*start_at_rest(DT), 240, DT, ground_density)
R2, P2, D2 = run(*start_at_rest(DT / 2), 480, DT / 2, ground_density)

# Update against stationarity of the discrete action (unit fictitious mass).
path = np.array([vec(A) for A in P1[:62]])
target = np.array([vec(A) for A in D1[:60]])


def action(p):
    kinetic = np.sum(np.diff(p, axis=0)**2) / (2 * DT)
    return kinetic - DT * W2 / 2 * np.sum((target - p[1:-1])**2)


def action_gradient(p):
    worst = 0.0
    for n in range(1, len(p) - 1):
        for j in range(3):
            up, down = p.copy(), p.copy()
            up[n, j] += 1e-3
            down[n, j] -= 1e-3
            worst = max(worst, abs(action(up) - action(down)) / 2e-3)
    return worst


gradient_update = action_gradient(path)
other_path = path.copy()
other_path[1:-1] = target
gradient_other = action_gradient(other_path)
assert gradient_update < 1e-10 and gradient_other > 1e-5


# Quality of the guess at two time steps, same kappa.
def largest_norm(A):
    return np.max(np.linalg.norm(A, axis=(1, 2)))


guess1, guess2 = largest_norm(D1 - P1[1:-1]), largest_norm(D2 - P2[1:-1])
last1, last2 = largest_norm(np.diff(D1, axis=0)), largest_norm(
    np.diff(D2, axis=0))
assert abs(guess1 / guess2 - 4) < 0.4 and abs(last1 / last2 - 2) < 0.1
trace_error = np.max(abs(np.trace(P1, axis1=1, axis2=2) - 1))
idempotency_error = largest_norm(P1 @ P1 - P1)
assert trace_error < 1e-11 and idempotency_error > 1e-7

# Driven response to a harmonic target.
curvature = -(force(R_EQ + 1e-4, ground_density(R_EQ + 1e-4))
              - force(R_EQ - 1e-4, ground_density(R_EQ - 1e-4))) / 2e-4
OMEGA = math.sqrt(curvature / MASS)
phase = OMEGA * DT
gain = KAPPA / (KAPPA - 4 * math.sin(phase / 2)**2)
p_old, p_now = gain * math.cos(phase), gain
for n in range(500):
    p_old, p_now = p_now, (2 * p_now - p_old
                           + KAPPA * (math.cos(n * phase) - p_now))
    assert abs(p_now - gain * math.cos((n + 1) * phase)) < 1e-10

# Error factor and the two stability limits at fixed nuclei.
bump = np.diag([1.0, -1.0])
numeric_gamma = (one_diagonalization(R_EQ, D_EQ + 1e-5 * bump)
                 - one_diagonalization(R_EQ, D_EQ - 1e-5 * bump))[0, 0] / 2e-5
assert abs(numeric_gamma - GAMMA) < 1e-6


def excursion(kappa, solver):
    old, now, largest = D_EQ, D_EQ + 1e-6 * bump, 0.0
    for _ in range(400):
        old, now = now, 2 * now - old + kappa * (solver(R_EQ, now) - now)
        largest = max(largest, np.max(abs(now - D_EQ)))
    return largest


limit_one = 4 / (1 - GAMMA)
for limit, solver in ((4.0, ground_density), (limit_one, one_diagonalization)):
    assert excursion(0.98 * limit, solver) < 1e-4
    assert excursion(1.02 * limit, solver) > 1e-2

# One diagonalization per step: extended guess against previous density.
STEPS = 2000


def energy_record(R):
    V = (R[2:] - R[:-2]) / (2 * DT)
    E = np.array([total_energy(x, ground_density(x)) for x in R[1:-1]])
    return E + MASS * V**2 / 2


drift, reversal, density_error = {}, {}, {}
for extended in (True, False):
    R, P, D = run(*start_at_rest(DT), STEPS, DT, one_diagonalization, extended)
    drift[extended] = np.polyfit(np.arange(STEPS) * DT, energy_record(R), 1)[0]
    back = run((R[-1], R[-2]), (P[-1], P[-2]), STEPS, DT,
               one_diagonalization, extended)[0]
    reversal[extended] = np.max(abs(back - R[::-1]))
    exact = np.array([ground_density(x) for x in R[1:-1]])
    density_error[extended] = largest_norm(D - exact)
assert abs(drift[False]) > 100 * abs(drift[True])
assert reversal[True] < 1e-8 and reversal[False] > 1e-3

well_energy = (total_energy(R_START, ground_density(R_START))
               - total_energy(R_EQ, D_EQ))
slope_eq = vec(density_slope(R_EQ))
n = 15
print(f"hopping at reference length: {T0:.1f} eV")
print(f"hopping decay: {BETA:.1f} 1/angstrom")
print(f"reference length: {R_REF:.1f} angstrom")
print(f"site-energy difference: {GAP:.1f} eV")
print(f"charge interaction U: {U:.1f} eV")
print(f"repulsion at reference length: {REP:.1f} eV")
print(f"repulsion decay: {REP_DECAY:.1f} 1/angstrom")
print(f"reduced mass: {MASS_AMU:.1f} u = {MASS:.3f} eV fs^2/angstrom^2")
print(f"time step: {DT:.1f} fs; kappa: {KAPPA:.1f} (no unit)")
print(f"auxiliary frequency w: {math.sqrt(W2):.5f} rad/fs")
print(f"equilibrium length: {R_EQ:.5f} angstrom")
print(f"starting length: {R_START:.5f} angstrom")
print(f"starting energy above minimum: {well_energy:.5f} eV")
print(f"equilibrium D11, D22, D12: {D_EQ[0,0]:.5f}, {D_EQ[1,1]:.5f}, "
      f"{D_EQ[0,1]:.5f} (no unit)")
print(f"force constant: {curvature:.4f} eV/angstrom^2")
print(f"harmonic frequency: {OMEGA:.5f} rad/fs")
print(f"harmonic period: {2 * math.pi / OMEGA:.3f} fs")
print(f"Tr[D'^2] at equilibrium: {slope_eq @ slope_eq:.5f} 1/angstrom^2")
print(f"length of coupled runs: {T_END:.0f} fs")
for mu in MUS:
    print(f"max path deviation, mu={mu:.0f} eV fs^2: "
          f"{deviation[mu]:.4e} angstrom")
print(f"residual with added mass, mu=100: {mass_residual:.3e} angstrom")
print(f"extended energy spread, mu=100: {np.ptp(conserved):.1e} eV")
print(f"action gradient, update path: {gradient_update:.1e} 1/fs")
print(f"action gradient, path P=D: {gradient_other:.3e} 1/fs")
print(f"update example, step n: {n}")
print(f"P11(n-1): {P1[n,0,0]:.8f} (no unit)")
print(f"P11(n): {P1[n+1,0,0]:.8f} (no unit)")
print(f"D11(n): {D1[n,0,0]:.8f} (no unit)")
print(f"P11(n+1): {P1[n+2,0,0]:.8f} (no unit)")
print(f"max |D-P|, dt=1.0 fs: {guess1:.4e} (no unit)")
print(f"max |D-P|, dt=0.5 fs: {guess2:.4e} (no unit)")
print(f"max |D(n)-D(n-1)|, dt=1.0 fs: {last1:.4e} (no unit)")
print(f"max |D(n)-D(n-1)|, dt=0.5 fs: {last2:.4e} (no unit)")
print(f"max trace error of P: {trace_error:.1e} (no unit)")
print(f"max |P^2-P|: {idempotency_error:.3e} (no unit)")
print(f"driven response at harmonic frequency: {gain:.6f} (no unit)")
print(f"error factor gamma: {GAMMA:.5f} (no unit)")
print(f"kappa limit, one diagonalization: {limit_one:.4f} (no unit)")
print(f"one-diagonalization runs: {STEPS} steps")
for extended, name in ((True, "extended guess"), (False, "previous density")):
    print(f"energy drift, {name}: {drift[extended]:.3e} eV/fs")
    print(f"path reversal error, {name}: {reversal[extended]:.2e} angstrom")
    print(f"max density error, {name}: {density_error[extended]:.3e} (no unit)")
print("finished without a failed check")
```

Running it gives:

```
hopping at reference length: 2.0 eV
hopping decay: 1.5 1/angstrom
reference length: 1.5 angstrom
site-energy difference: 3.0 eV
charge interaction U: 1.0 eV
repulsion at reference length: 1.5 eV
repulsion decay: 4.0 1/angstrom
reduced mass: 10.0 u = 1036.427 eV fs^2/angstrom^2
time step: 1.0 fs; kappa: 2.0 (no unit)
auxiliary frequency w: 1.41421 rad/fs
equilibrium length: 1.55300 angstrom
starting length: 1.65300 angstrom
starting energy above minimum: 0.04482 eV
equilibrium D11, D22, D12: 0.25875, 0.74125, 0.43795 (no unit)
force constant: 10.8916 eV/angstrom^2
harmonic frequency: 0.10251 rad/fs
harmonic period: 61.292 fs
Tr[D'^2] at equilibrium: 0.10803 1/angstrom^2
length of coupled runs: 120 fs
max path deviation, mu=1 eV fs^2: 5.2558e-05 angstrom
max path deviation, mu=10 eV fs^2: 5.2538e-04 angstrom
max path deviation, mu=100 eV fs^2: 5.2304e-03 angstrom
residual with added mass, mu=100: 3.129e-05 angstrom
extended energy spread, mu=100: 7.5e-13 eV
action gradient, update path: 1.2e-16 1/fs
action gradient, path P=D: 2.253e-04 1/fs
update example, step n: 15
P11(n-1): 0.25238406 (no unit)
P11(n): 0.25437540 (no unit)
D11(n): 0.25431647 (no unit)
P11(n+1): 0.25624887 (no unit)
max |D-P|, dt=1.0 fs: 3.1289e-04 (no unit)
max |D-P|, dt=0.5 fs: 7.7896e-05 (no unit)
max |D(n)-D(n-1)|, dt=1.0 fs: 3.0591e-03 (no unit)
max |D(n)-D(n-1)|, dt=0.5 fs: 1.5294e-03 (no unit)
max trace error of P: 6.7e-16 (no unit)
max |P^2-P|: 1.408e-05 (no unit)
driven response at harmonic frequency: 1.005278 (no unit)
error factor gamma: -0.36380 (no unit)
kappa limit, one diagonalization: 2.9330 (no unit)
one-diagonalization runs: 2000 steps
energy drift, extended guess: 3.202e-10 eV/fs
path reversal error, extended guess: 0.00e+00 angstrom
max density error, extended guess: 1.049e-04 (no unit)
energy drift, previous density: 1.964e-05 eV/fs
path reversal error, previous density: 2.84e-01 angstrom
max density error, previous density: 1.130e-03 (no unit)
finished without a failed check
```
